\section*{Mean Phonon Number of a Weak-Coupling Fröhlich Polaron at Rest}

\section{Problem}

A conduction electron in a polar crystal drags a lattice distortion with it. In the Fröhlich model one electron of isotropic mass $m$ is coupled to one branch of longitudinal optical (LO) phonons, all of energy $\hbar\omega$:
\begin{equation}
H=\frac{\mathbf p^2}{2m}+\sum_{\mathbf k}\hbar\omega\,a^\dagger_{\mathbf k}a_{\mathbf k}
+\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right).
\end{equation}
The crystal has volume $\Omega\to\infty$ and is at zero temperature. The dimensionless constant $\alpha$ and the polaron length $r_p$ are defined by
\begin{equation}
|V_{\mathbf k}|^2=(\hbar\omega)^2\,\frac{4\pi\alpha r_p}{\Omega k^2},\qquad
r_p=\sqrt{\frac{\hbar}{2m\omega}} .
\label{coupling}
\end{equation}

\begin{enumerate}
\item Express $\alpha$ through the high-frequency and static dielectric constants $\varepsilon_\infty$ and $\varepsilon_s$.
\item Find the first-order state of a polaron with total momentum zero.
\item Show that its mean phonon number is $\alpha/2$ to leading order in $\alpha$.
\item Divide the energy shift into phonon, kinetic and interaction parts.
\item Evaluate the results for a cold film with $m=0.10\,m_e$, $\varepsilon_\infty=7.1$, $\varepsilon_s=10.2$ and $\hbar\omega=21$ meV, and judge the assumptions.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Hold two charges fixed. Each phonon mode is then an oscillator under a constant force. Compare the resulting energy with Coulomb's law.
\item Total momentum is conserved. If the electron starts at rest and emits a phonon $\mathbf k$, what is its momentum?
\item The number operator gives zero on the unperturbed state. Which is the lowest-order part of the wavefunction that contributes?
\item In the integrals, put $kr_p=\tan\theta$.
\end{enumerate}

\section{Solution}

\subsection{The coupling constant}

Fix two electrons at separation $\mathbf R$. A mode then has the energy $\hbar\omega a^\dagger a+Fa+F^*a^\dagger$ with $F=V_{\mathbf k}(e^{i\mathbf k\cdot\mathbf r_1}+e^{i\mathbf k\cdot\mathbf r_2})$. Completing the square,
\begin{equation}
\hbar\omega a^\dagger a+Fa+F^*a^\dagger
=\hbar\omega\Big(a^\dagger+\frac{F}{\hbar\omega}\Big)\Big(a+\frac{F^*}{\hbar\omega}\Big)-\frac{|F|^2}{\hbar\omega}.
\end{equation}
The ground-state energy is $-|F|^2/\hbar\omega$, and $|F|^2=2|V_{\mathbf k}|^2[1+\cos(\mathbf k\cdot\mathbf R)]$. Write $|V_{\mathbf k}|^2=C/(\Omega k^2)$ and keep the part that depends on $R$:
\begin{align}
U(R)&=-\frac{2}{\hbar\omega}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{C}{k^2}\cos(\mathbf k\cdot\mathbf R)
=-\frac{2C}{\hbar\omega}\,\frac{4\pi}{8\pi^3}\int_0^\infty\!\frac{\sin kR}{kR}\,dk\nonumber\\
&=-\frac{C}{\pi^2\hbar\omega}\,\frac{\pi}{2R}=-\frac{C}{2\pi\hbar\omega R}.
\end{align}
With a rigid lattice the charges repel as $e^2/(4\pi\varepsilon_0\varepsilon_\infty R)$; with a relaxed lattice, as $e^2/(4\pi\varepsilon_0\varepsilon_sR)$. The lattice therefore contributes
\begin{equation}
U(R)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon^*R},\qquad
\frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\end{equation}
Equating the two forms gives $C=\hbar\omega e^2/(2\varepsilon_0\varepsilon^*)$. By definition (\ref{coupling}), $C=4\pi\alpha r_p(\hbar\omega)^2$, so
\begin{equation}
\alpha=\frac{e^2}{8\pi\varepsilon_0\varepsilon^*\,\hbar\omega\,r_p}.
\label{alpha}
\end{equation}

\subsection{The first-order state}

The term $V^*_{\mathbf k}a^\dagger_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}$ creates a phonon of momentum $\hbar\mathbf k$ and takes the same momentum from the electron. The bare state $|\mathbf 0;\text{vac}\rangle$, of energy zero, is thus coupled to the states $|{-\mathbf k};1_{\mathbf k}\rangle$, with matrix element $V^*_{\mathbf k}$. Their energy is
\begin{equation}
D_{\mathbf k}=\hbar\omega+\frac{\hbar^2k^2}{2m}=\hbar\omega\,(1+k^2r_p^2),
\end{equation}
since $\hbar^2/2m=\hbar\omega r_p^2$. First-order perturbation theory divides each matrix element by the initial energy minus the intermediate energy, $0-D_{\mathbf k}$:
\begin{equation}
|\psi_1\rangle=-\sum_{\mathbf k}\frac{V^*_{\mathbf k}}{D_{\mathbf k}}\,|{-\mathbf k};1_{\mathbf k}\rangle .
\label{psi1}
\end{equation}
No denominator vanishes. An electron at rest cannot pay for a real phonon, so these phonons are virtual: they belong to the stationary state and are not radiated.

\subsection{The phonon number}

Let $\hat N=\sum_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k}$ and expand the state as $\psi_0+\psi_1+\psi_2+\dots$ in powers of $V$. Since $\hat N\psi_0=0$, every term of $\langle\hat N\rangle$ containing $\psi_0$ vanishes. The term joining $\psi_1$ and $\psi_2$ also vanishes, because each action of $V$ changes the phonon number by one, so that $\psi_1$ has an odd number and $\psi_2$ an even number. The next terms are of order $V^4$, that is $\alpha^2$. The norm is $1+O(\alpha)$, and dividing by it also changes the result at order $\alpha^2$. Hence
\begin{equation}
N=\langle\psi_1|\hat N|\psi_1\rangle+O(\alpha^2)=\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{D_{\mathbf k}^2}+O(\alpha^2).
\end{equation}
Replace the sum by $\Omega\int d^3k/(2\pi)^3$ and set $x=kr_p$. The factor $k^2$ of the volume element cancels the $1/k^2$ of the coupling:
\begin{equation}
\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{D_{\mathbf k}^2}
=\frac{4\pi}{8\pi^3}\int_0^\infty\!\frac{4\pi\alpha r_p\,dk}{(1+k^2r_p^2)^2}
=\frac{2\alpha}{\pi}\int_0^\infty\!\frac{dx}{(1+x^2)^2}.
\end{equation}
With $x=\tan\theta$ we have $dx=d\theta/\cos^2\theta$ and $1+x^2=1/\cos^2\theta$, so the integral is $\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$ and
\begin{equation}
\boxed{\,N=\frac{\alpha}{2}+O(\alpha^2)\,}
\label{result}
\end{equation}

The share of these phonons with $kr_p<1$ is
\begin{equation}
\frac4\pi\int_0^{\pi/4}\cos^2\theta\,d\theta=\frac4\pi\Big(\frac\pi8+\frac14\Big)=\frac12+\frac1\pi\approx0.82 .
\end{equation}
The cloud thus consists mainly of waves longer than $2\pi r_p$. This is why a continuum model can serve when $r_p$ is much larger than the lattice constant.

\subsection{The energy budget}

The phonons contribute $N\hbar\omega=\tfrac12\alpha\hbar\omega$. The recoil energy of the electron is
\begin{equation}
\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{D_{\mathbf k}^2}\frac{\hbar^2k^2}{2m}
=\frac{2\alpha}{\pi}\hbar\omega\int_0^{\pi/2}\!\sin^2\theta\,d\theta=\frac{\alpha}{2}\hbar\omega .
\end{equation}
The interaction energy is the cross term between $\psi_0$ and $\psi_1$:
\begin{equation}
-2\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{D_{\mathbf k}}
=-\frac{4\alpha}{\pi}\hbar\omega\int_0^\infty\!\frac{dx}{1+x^2}=-2\alpha\hbar\omega .
\end{equation}
The total is $E=-\alpha\hbar\omega$. Half of the interaction energy is spent on making the cloud, in equal parts on phonons and on recoil.

The energy gives the phonon number by a second road. In $H$ the operator $\hat N$ is multiplied by $\hbar\omega$, so the Hellmann--Feynman theorem gives $N=\partial E/\partial(\hbar\omega)$ at fixed $V_{\mathbf k}$ and $m$. By (\ref{coupling}), $|V_{\mathbf k}|^2\propto\alpha\,\omega^2r_p\propto\alpha\,\omega^{3/2}$. Holding this fixed requires $\alpha\propto\omega^{-3/2}$, hence $E\propto-\omega^{-1/2}$ and
\begin{equation}
N=-\frac12\,\frac{E}{\hbar\omega}=\frac{\alpha}{2}.
\end{equation}

\subsection{A cold film}

The given parameters are rough values in the regime of CdTe, a thin-film semiconductor with one polar optical branch and a light, nearly isotropic electron mass. Take 10 K and no applied field. Then $r_p=4.26$ nm and $1/\varepsilon^*=1/7.1-1/10.2=0.0428$. Equation (\ref{alpha}) gives
\begin{equation}
\alpha=\frac{e^2\times0.0428}{8\pi\varepsilon_0\,(21\text{ meV})(4.26\text{ nm})}=0.345,\qquad
N=\frac{0.345}{2}=0.172 .
\end{equation}
A mean below one is no contradiction: the state is mostly the bare electron, with a small admixture of one-phonon states. The phonon and recoil energies are $0.172\times21=3.6$ meV each, the interaction energy is $-14.5$ meV, and the band edge shifts by $-7.2$ meV.

\emph{Lattice and band.} For a face-centred cubic lattice constant of 0.65 nm, a sphere with the volume of the Brillouin zone has radius $K=(24\pi^2)^{1/3}/a$, so $Kr_p=40.5$. For a band that stays parabolic out to $K$, cutting the integrals there removes a fraction $4/[3\pi(Kr_p)^3]\approx6\times10^{-6}$ of $N$ but $2/(\pi Kr_p)=1.6\%$ of the energy shift, which converges more slowly. For a nonparabolic band, replace $x^2$ in $D_{\mathbf k}/\hbar\omega$ by the solution $\epsilon$ of $\epsilon(1+\epsilon\hbar\omega/E_g)=x^2$. With a gap $E_g=1.5$ eV and unchanged coupling, numerical integration raises $N$ by 1.9\%. The energy shift is more sensitive. Its integral now grows logarithmically with the cutoff and gives $1.12$ times $-\alpha\hbar\omega$ when cut at $K$, and $1.06$ times when cut at $K/2$. The coupling does not in fact stay unchanged. Multiplying $|V_{\mathbf k}|^2$ by the two-band Bloch overlap $(1+\epsilon\hbar\omega/E_g)/(1+2\epsilon\hbar\omega/E_g)$ reduces the rise of $N$ to about 0.6\% and the energy factor to about $1.02$. The band shape thus changes $N$ by 2\% or less, while the shift of $-7.2$ meV is uncertain by several per cent.

\emph{Carriers.} At a chosen density of $10^{14}$ cm$^{-3}$ the Fermi energy $\hbar^2(3\pi^2n)^{2/3}/2m$ is 0.08 meV, below $k_BT=0.86$ meV, so the electrons are not degenerate. The plasma energy $\hbar\sqrt{ne^2/(\varepsilon_0\varepsilon_\infty m)}=0.44$ meV is far below 21 meV, so the electrons are too slow to screen the LO vibration. In a film of thickness $L=2000$ nm the confinement energy $\hbar^2\pi^2/(2mL^2)$ is about $10^{-3}$ meV. A hydrogenic donor with static screening, however, binds an electron by $13.6\text{ eV}\times0.10/10.2^2=13$ meV, much more than $k_BT$. This is only an estimate, because the donor radius of 5.4 nm is close to $r_p$ and the lattice need not screen fully at that distance. The result therefore describes a free electron before capture. An electron gains $\hbar\omega$ over the length $r_p$ in a field of $\hbar\omega/(er_p)=0.05$ MV/cm; the field must stay far below this value, and heating may set a lower limit.

\emph{Temperature.} Thermal phonons can be absorbed. With occupation $n_B=1/(e^{\hbar\omega/k_BT}-1)$, the golden rule for an electron at rest gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf k}|V_{\mathbf k}|^2n_B\,\delta\Big(\frac{\hbar^2k^2}{2m}-\hbar\omega\Big)
=4\alpha\omega n_B\int_0^\infty\!\delta(x^2-1)\,dx=2\alpha\omega n_B ,
\end{equation}
because $\delta(x^2-1)$ integrates to $1/2$ over positive $x$. At 10 K, $n_B\approx3\times10^{-11}$ and absorption is negligible. At 77 K, $\hbar\Gamma=0.64$ meV. At 300 K, $n_B=0.80$ and $\hbar\Gamma=11.5$ meV, more than half of $\hbar\omega$.

Solar cells made of CdTe work near or above room temperature, where the zero-temperature assumption fails. There the phonon number 0.172 needs more than a small correction: the state at rest is too short-lived for that number to describe the carriers. The field limit can fail too: in a one-sided junction with $10^{16}$ dopants per cm$^3$ and 1 V across it, the peak field is about 0.06 MV/cm. Grain boundaries, interface modes and acoustic or piezoelectric phonons are also left out, and their effect is not estimated here. In an amorphous oxide, disorder removes the momentum conservation used in (\ref{psi1}), so $\alpha/2$ cannot be carried over without a new calculation.

\section{Variation 1: a slowly moving polaron}

\emph{How does $N$ change if the total momentum is $\mathbf P\neq0$?}

Measure energies in $\hbar\omega$ and wavenumbers in $1/r_p$, and let $p^2=P^2/(2m\hbar\omega)$. Emission changes the electron energy from $p^2$ to $|\mathbf p-\mathbf k|^2$. With $u$ the cosine of the angle between $\mathbf k$ and $\mathbf p$, the energy cost is $1+k^2-2kpu$. It is at least $1-p^2$, hence positive for $p<1$. The angular average follows from
\begin{equation}
\frac12\int_{-1}^{1}\frac{du}{(a-bu)^2}=\frac1{2b}\Big(\frac1{a-b}-\frac1{a+b}\Big)=\frac1{a^2-b^2},
\end{equation}
with $a=1+k^2$ and $b=2kp$. Thus $N=(2\alpha/\pi)J$, where
\begin{equation}
J=\int_0^\infty\!\frac{dk}{(1+k^2)^2-4p^2k^2}.
\end{equation}
The substitution $k\to1/k$ turns the numerator 1 into $k^2$ and leaves the denominator unchanged. Take the mean of both forms, divide by $k^2$ above and below, and put $s=k-1/k$. Since $(k+1/k)^2=s^2+4$,
\begin{equation}
J=\frac12\int_0^\infty\!\frac{(1+1/k^2)\,dk}{(k+1/k)^2-4p^2}
=\frac12\int_{-\infty}^{\infty}\!\frac{ds}{s^2+4(1-p^2)}=\frac{\pi}{4\sqrt{1-p^2}} .
\end{equation}
Therefore
\begin{equation}
N=\frac{\alpha}{2\sqrt{1-p^2}} .
\end{equation}
The cloud grows because emission comes closer to conserving energy. The formula fails before $p$ reaches 1, because the next order grows faster than the leading one: for $\alpha=0.345$ the $\alpha^2$ term is about $-11\%$ of the leading term at $p^2=0.7$ and $-25\%$ at $p^2=0.8$, where the leading $N$ is still only 0.39; to leading order in $\alpha$, real emission begins above $p=1$. For the film, setting $p^2$ to the mean thermal value $\tfrac32k_BT/\hbar\omega$ gives $p^2=0.062$ at 10 K and raises $N$ by 3\%. At 77 K, $p^2=0.47$ and the rise is 38\%, but this is only a rough guide: about a tenth of a Maxwell distribution then lies above the threshold, and the average of the leading-order formula over the rest gives a rise of about 50\%. Nearly 30\% of that average comes from $p^2>0.7$, where the next order is large and negative, so the figure probably overstates the rise. At 300 K, $p^2=1.85$ lies beyond the threshold.

\section{Variation 2: the next order in the coupling}

\emph{Normalizing $\psi_0+\psi_1$ gives $N=(\alpha/2)/(1+\alpha/2)$. Is its term $-\alpha^2/4$ correct?}

It is not, because two-phonon states enter at the same order. Keep the units of Variation 1, return to $\mathbf P=0$, and set the bare amplitude to 1. With $D_k=1+k^2$ and $D_{kq}=2+|\mathbf k+\mathbf q|^2$, the Schrödinger equation gives
\begin{align}
E&=\sum_{\mathbf k}V_{\mathbf k}c_{\mathbf k},\\
(E-D_k)c_{\mathbf k}&=V^*_{\mathbf k}+\sum_{\mathbf q}V_{\mathbf q}c_{\mathbf{kq}},\\
(E-D_{kq})c_{\mathbf{kq}}&=V^*_{\mathbf q}c_{\mathbf k}+V^*_{\mathbf k}c_{\mathbf q}.
\end{align}
Three-phonon states would change $E$ at order $\alpha^3$. To leading order $c_{\mathbf k}=-V^*_{\mathbf k}/D_k$, so the last line gives $c_{\mathbf{kq}}=V^*_{\mathbf k}V^*_{\mathbf q}(1/D_k+1/D_q)/D_{kq}$. Insert this in the second line and use $1/(D_k-E)\approx1/D_k+E/D_k^2$ with $E\approx-\alpha$. Since $\sum|V_{\mathbf k}|^2/D_k^2=\alpha/2$,
\begin{equation}
E=-\alpha+\frac{\alpha^2}{2}-\sum_{\mathbf{k},\mathbf q}\frac{|V_{\mathbf k}|^2|V_{\mathbf q}|^2}{D_kD_{kq}}\Big(\frac1{D_k}+\frac1{D_q}\Big).
\end{equation}
The angular average of $1/D_{kq}$ is $\frac{1}{4kq}\ln\frac{2+(k+q)^2}{2+(k-q)^2}$. Gauss--Legendre integration over $k$ and $q$ then gives $E=-\alpha-0.0159\,\alpha^2$.

In ordinary units the last term is proportional to $\alpha^2\omega\propto\omega^{-2}$ at fixed $V_{\mathbf k}$. The Hellmann--Feynman theorem multiplies its coefficient by $-2$:
\begin{equation}
N=\frac{\alpha}{2}+0.032\,\alpha^2+O(\alpha^3).
\end{equation}
The correction is positive and small. For the film it adds 0.004 to 0.172, about 2\%, whereas normalizing the first-order state alone would lower the value to 0.147. At this order, the unnormalized leading term is the better estimate.
